# Electron inelastic mean free path from the loss function and self-energy, part 1

(Sections cited here and not found follow in the second part.)

An electron of wavevector $k$ and energy $E=k^2/2$, moving through a homogeneous, isotropic electron system at zero temperature, has the inverse inelastic mean free path

$$
\frac1\lambda=\frac{1}{\pi E}\int_0^{E-E_F}\!d\omega\int_{q_-}^{q_+}\frac{dq}{q}\,\mathrm{Im}\!\left[\frac{-1}{\epsilon(q,\omega)}\right],\qquad q_\pm=k\pm\sqrt{k^2-2\omega},\tag{1}
$$

and the same number is given by the self-energy,

$$
\frac1\lambda=-\frac{2\,\mathrm{Im}\,\Sigma(k,E)}{k},\tag{2}
$$

provided $\Sigma=iG_0W$ is built from the free propagator $G_0$ and from $W=v_q/\epsilon$ with the same $\epsilon$, and is evaluated on shell, at $E=k^2/2$. Hartree atomic units are used ($\hbar=m=e=1$), so the velocity is $k$ and $v_q=4\pi/q^2$; with $E$ and $\omega$ in any common unit, the prefactor of (1) is $1/(\pi a_0E)$, with $a_0$ the Bohr radius. One-electron energies $\varepsilon_p=p^2/2$ are counted from the bottom of the band, and $E>E_F=k_F^2/2$. The function $\epsilon$ is the retarded dielectric function felt by a test charge, and $L(q,\omega)=\mathrm{Im}(-1/\epsilon)$ is the loss function. Equation (1) is first order in the scattering rate (Born approximation) and omits exchange between the moving electron and those of the medium, except that occupied final states are blocked. The minus sign in (2) is needed because $\mathrm{Im}\,\Sigma<0$ above the Fermi level.

Let the probe electron be at $\mathbf r$ and the electrons of the medium at $\mathbf r_j$, in a volume $V$ with periodic boundary conditions. With $\rho_{\mathbf q}=\sum_je^{-i\mathbf q\cdot\mathbf r_j}$, the Fourier series of the Coulomb potential gives

$$
H'=\sum_j\frac1{|\mathbf r-\mathbf r_j|}=\frac1V\sum_{\mathbf q\ne0}v_q\,e^{-i\mathbf q\cdot\mathbf r}\rho^\dagger_{\mathbf q},
$$

where the $\mathbf q=0$ term is cancelled by the neutralizing positive background. The probe is treated as distinguishable, so the initial state is the product of the plane wave $\mathbf k$ and the exact ground state $|0\rangle$ of the medium, and a final state is a plane wave times an exact excited state $|n\rangle$ of excitation energy $\omega_{n0}>0$. The factor $e^{-i\mathbf q\cdot\mathbf r}$ has matrix element 1 between $\mathbf k$ and $\mathbf k-\mathbf q$ and zero otherwise, so the transition amplitude is $(v_q/V)\langle n|\rho^\dagger_{\mathbf q}|0\rangle$. The golden rule, summed over final states with $\sum_{\mathbf q}\to V\int d^3q/(2\pi)^3$, gives the total rate

$$
\frac1\tau=2\pi\int\!\frac{d^3q}{(2\pi)^3}\,v_q^2\,S(q,x)\,\theta(\varepsilon_{\mathbf k-\mathbf q}-E_F),\qquad x=E-\varepsilon_{\mathbf k-\mathbf q},\tag{3}
$$

$$
S(q,\omega)=\frac1V\sum_n|\langle n|\rho^\dagger_{\mathbf q}|0\rangle|^2\,\delta(\omega-\omega_{n0}).
$$

One factor $1/V$ of $(v_q/V)^2$ cancels against the sum over $\mathbf q$ and the other is absorbed in $S$. The step function is put in by hand at this point: the probe is in fact an electron and cannot end in a state below $E_F$. At zero temperature $S$ vanishes for $\omega<0$, since the ground state can only absorb energy.

The matrix elements in $S$ are those that fix the linear response. Apply a weak external potential energy $\phi\,e^{i\mathbf q\cdot\mathbf r-i\omega t+\eta t}$ plus its complex conjugate, with $\eta\to0^+$ switching it on slowly, so that $H_{\rm ext}=(\phi\rho^\dagger_{\mathbf q}e^{-i\omega t}+\phi^*\rho_{\mathbf q}e^{i\omega t})e^{\eta t}$. To first order the amplitude of $|n\rangle$ obeys $i\dot c_n=\omega_{n0}c_n+\langle n|H_{\rm ext}|0\rangle$, which is solved term by term:

$$
c_n=\left[\frac{\phi\,\langle n|\rho^\dagger_{\mathbf q}|0\rangle e^{-i\omega t}}{\omega-\omega_{n0}+i\eta}+\frac{\phi^*\langle n|\rho_{\mathbf q}|0\rangle e^{i\omega t}}{-\omega-\omega_{n0}+i\eta}\right]e^{\eta t}.
$$

The induced density amplitude is $\delta n=V^{-1}\sum_n[\langle0|\rho_{\mathbf q}|n\rangle c_n+c_n^*\langle n|\rho_{\mathbf q}|0\rangle]$. A state $|n\rangle$ has a definite momentum, so products such as $\langle0|\rho_{\mathbf q}|n\rangle\langle n|\rho_{\mathbf q}|0\rangle$ vanish, and only the terms in $\phi e^{-i\omega t}$ survive: the first term of $c_n$ and the conjugate of the second. Isotropy makes the sum with $\rho_{\mathbf q}=\rho^\dagger_{-\mathbf q}$ equal to the sum with $\rho^\dagger_{\mathbf q}$. Writing $\delta n=\chi\phi$,

$$
\chi(q,\omega)=\int_0^\infty\!d\omega'\,S(q,\omega')\left[\frac1{\omega-\omega'+i\eta}-\frac1{\omega+\omega'+i\eta}\right].\tag{4}
$$

A test charge feels $\phi+v_q\delta n$, and this is by definition $\phi/\epsilon$, so $1/\epsilon=1+v_q\chi$. With $\mathrm{Im}\,(x+i\eta)^{-1}=-\pi\delta(x)$, only the first term of (4) contributes for $\omega>0$, which gives $\mathrm{Im}\,\chi=-\pi S$ and

$$
L(q,\omega)=\pi v_qS(q,\omega)\quad(\omega>0).\tag{5}
$$

Three further properties of (4) are used below: $\chi$ is analytic in the upper half plane of $\omega$, it falls as $1/\omega^2$, and on the real axis its real part is even and its imaginary part odd in $\omega$. Because $L$ is odd while $S$ vanishes at negative frequency, replacing $S$ by $L$ requires an explicit $\theta(x)$. With $2\pi v_q^2S=2v_qL$, equation (3) becomes

$$
\frac1\tau=\int\!\frac{d^3q}{(2\pi)^3}\,2v_q\,L(q,x)\,\theta(x)\,\theta(E-x-E_F).\tag{6}
$$

The function is $\mathrm{Im}(-1/\epsilon)=\mathrm{Im}\,\epsilon/|\epsilon|^2$ and not $\mathrm{Im}\,\epsilon$, because the probe is an external charge and the states $|n\rangle$ are the longitudinal excitations of the interacting medium, plasmons included.

To reach (1), take the polar axis along $\mathbf k$ and let $\mu$ be the cosine of the angle between $\mathbf q$ and $\mathbf k$. Then $d^3q=2\pi q^2dq\,d\mu$, and $\varepsilon_{\mathbf k-\mathbf q}=k^2/2-kq\mu+q^2/2$ gives $x=kq\mu-q^2/2$. At fixed $q$ the energy loss is linear in $\mu$, so $\omega=x$ can replace $\mu$ as the variable, with $d\mu=d\omega/(kq)$. The constants combine as

$$
\frac{2\pi q^2}{8\pi^3}\cdot\frac{2\cdot4\pi}{q^2}\cdot\frac1{kq}=\frac{2}{\pi kq}.
$$

The two step functions restrict $\omega$ to $0<\omega<E-E_F$. The cosine $\mu=(\omega+q^2/2)/(kq)$ is then positive, so the only geometric condition is $\mu\le1$, that is $q^2-2kq+2\omega\le0$, which holds between the roots $q_\pm$. The final momentum is $p=\sqrt{k^2-2\omega}$, so $q_-=k-p$ is forward and $q_+=k+p$ backward scattering. Hence

$$
\frac1\tau=\frac2{\pi k}\int_0^{E-E_F}\!d\omega\int_{q_-}^{q_+}\frac{dq}q\,L(q,\omega).\tag{7}
$$

The electron covers the distance $\lambda=k\tau$ between inelastic events, so $1/\lambda=1/(k\tau)$, the prefactor becomes $2/(\pi k^2)=1/(\pi E)$, and (1) is proved. The same region, with $q$ as the outer variable, is $0<q<2k$ and $0<\omega<\omega_{\max}(q)=\min(kq-q^2/2,\,E-E_F)$; the second entry is the smaller one for $k-k_F<q<k+k_F$, because $kq-q^2/2=(k^2-k_F^2)/2$ has these two roots. Each event removes the energy $\omega$, so an extra factor $\omega$ in the integrand of (1) gives the stopping power $-dE/ds$ along the path $s$. The prefactor and $q_\pm$ contain the kinetic energy $k^2/2$ inside the medium, and $E-E_F$ enters only as the upper limit of $\omega$.

Now the self-energy. In the $G_0W$ approximation, with time-ordered functions,

$$
\Sigma(k,E)=i\int\!\frac{d^3q}{(2\pi)^3}\int_{-\infty}^\infty\!\frac{d\omega'}{2\pi}\,e^{i(E-\omega')0^+}G_0(\mathbf k-\mathbf q,E-\omega')\,W^T(q,\omega'),\qquad G_0(\mathbf p,\nu)=\frac1{\nu-\varepsilon_p+is\eta},
$$

where $s=+1$ for an empty state and $s=-1$ for an occupied one. Split $W^T=v_q+W_c^T$. For the bare part put $\nu=E-\omega'$ and close the contour in the upper half plane, as the exponential demands. Only occupied states have their pole there, and $i\cdot2\pi i/2\pi=-1$, so this part is $-\int d^3q\,(2\pi)^{-3}v_q\,\theta(E_F-\varepsilon_{\mathbf k-\mathbf q})$. It is the Fock exchange energy with its correct negative sign, which confirms the sign convention of $\Sigma$, and it is real. All damping comes from $W_c$. Its retarded form is $W_c^R=v_q(1/\epsilon-1)=v_q^2\chi$. The time-ordered form has the representation (4) with $+i\eta$ replaced by $-i\eta$ in the second term, since time ordering places the negative-frequency poles above the axis. The two forms therefore share their real part, and

$$
\mathrm{Im}\,W_c^T(\omega)=\mathrm{Im}\,W_c^R(|\omega|)=-v_qL(q,|\omega|),\qquad\mathrm{Im}\,W_c^R(\omega)=\mathrm{sgn}(\omega)\,\mathrm{Im}\,W_c^T(\omega).
$$

Since $W_c$ falls as $1/\omega'^2$, the exponential factor can be dropped. With $x=E-\varepsilon_{\mathbf k-\mathbf q}$ as before, $G_0=P\,(x-\omega')^{-1}-i\pi s\,\delta(x-\omega')$, and the frequency integral for one intermediate state is

$$
K=\frac i{2\pi}P\!\int\!d\omega'\frac{W_c^T(\omega')}{x-\omega'}+\frac s2W_c^T(x),
$$

because $(i/2\pi)(-i\pi s)=s/2$. The factor $i$ in the first term turns the real part of $W_c$ into the imaginary part of $K$:

$$
\mathrm{Im}\,K=\frac1{2\pi}P\!\int\!d\omega'\frac{\mathrm{Re}\,W_c(\omega')}{x-\omega'}+\frac s2\,\mathrm{Im}\,W_c^T(x).\tag{8}
$$

Both terms are needed: the delta-function term alone yields half the answer on allowed states and spurious contributions on forbidden ones. The principal value follows from analyticity. Integrate $W_c^R(\omega')/(\omega'-x)$ along the real axis, passing above $x$ on a small half circle, and close in the upper half plane. No pole is enclosed, the large arc vanishes, and the small half circle, run clockwise, gives $-i\pi W_c^R(x)$. Thus $P\!\int W_c^R(\omega')/(\omega'-x)\,d\omega'=i\pi W_c^R(x)$. The real part of this is the Kramers–Kronig relation $P\!\int\mathrm{Re}\,W_c/(\omega'-x)\,d\omega'=-\pi\,\mathrm{Im}\,W_c^R(x)$, and reversing the sign of the denominator makes the first term of (8) equal to $\tfrac12\mathrm{Im}\,W_c^R(x)=\tfrac12\mathrm{sgn}(x)\,\mathrm{Im}\,W_c^T(x)$. Therefore

$\mathrm{Im}\,K$ can be written in closed form by adding the two terms of (8), both now expressed through $\mathrm{Im}\,W_c^T(x)$. Equation (1) has been proved from the golden rule; it remains to carry out this addition and integrate over $\mathbf q$ to prove (2), then to examine the quasiparticle pole and work out an example in the random-phase approximation.
